# Germanium's Luttinger and Dresselhaus-Kip-Kittel parameters, and a double-counted free-electron term

## Problem

The top of germanium's valence band is a triplet of p-like states $X,Y,Z$, split by spin-orbit coupling into a quartet ($j=3/2$) and a doublet ($j=1/2$) lying $\Delta$ lower. Dresselhaus, Kip and Kittel (DKK) describe the triplet with parameters $L,M,N$; Luttinger describes the quartet with $\gamma_1,\gamma_2,\gamma_3$. One convention for $L,M$ leaves the free-electron energy outside them, another includes it.

Take $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$ and $\Delta=0.29$ eV, rough typical values for germanium.

1. Derive $L,M,N$ from the Luttinger parameters in both conventions, and evaluate them.
2. Parameters that already include the free-electron term are put into a Hamiltonian that adds it again. Find the error in each hole mass along [100], [110] and [111].
3. What does the mistake do to the heavy-hole band along [110] away from the band edge?
4. Find the resulting errors in the effective valence density of states at 300 K and in the Fermi level at a hole density of $10^{17}$ cm$^{-3}$. Compare them with effects that the model neglects.

Hartree atomic units are used unless others are shown, so $\hbar=m_0=1$ and the free-electron energy is $k^2/2$. Energies are electron energies measured from the quartet edge. Hole masses are positive and in units of $m_0$: a hole band has $E=-k^2/(2m)$.

## Solution

### 1. The conversion

**Where the free term stands.** For the periodic part of a Bloch function, the Hamiltonian is $H(0)+\mathbf k\cdot\mathbf p+k^2/2$. Inversion symmetry removes first-order terms within the triplet. Second-order perturbation theory through the remote states $n$ then gives

$$H_{ij}=\frac{k^2}{2}\delta_{ij}+D_{ij},\qquad D_{ij}=\sum_n\frac{(\mathbf k\cdot\mathbf p)_{in}(\mathbf k\cdot\mathbf p)_{nj}}{E_0-E_n}.$$

Twofold rotations about the cube axes forbid terms such as $k_yk_z$ in $D_{XX}$, and leave $k_xk_y$ as the one product allowed in $D_{XY}$. The remaining cubic operations equate the coefficients for the different axes. Hence

$$D_{XX}=Lk_x^2+M(k_y^2+k_z^2),\qquad D_{XY}=Nk_xk_y,$$

with cyclic partners. Here $L,M,N$ contain remote-state sums alone. This is the exclusive convention. The inclusive parameters are

$$\tilde L=L+\tfrac12,\qquad \tilde M=M+\tfrac12,\qquad \tilde N=N,$$

because $k^2/2$ is diagonal and isotropic.

This placement was tested on a diamond-lattice crystal with lattice constant 10 bohr, 113 plane waves and potential components $v\cos(\mathbf G\cdot\boldsymbol\tau)$, where $\boldsymbol\tau=(a/8)(1,1,1)$. The values of $v$ were $-0.10$, 0.02 and 0.04 hartree for squared reciprocal vectors 3, 8 and 11 in units of $(2\pi/a)^2$. The sums over states gave $L=-3.760$, $M=-2.588$, $N=-5.003$ hartree bohr². A basis of 411 plane waves moves these values by up to 0.002. Direct diagonalization at small $k$ along [123] gave three coefficients of $k^2$, whose average exceeds $(L+2M)/3$ by 0.5001: one free term.

**Angular-momentum form.** With $(l_i)_{jk}=-i\epsilon_{ijk}$,

$$l_x=-i(|Y\rangle\langle Z|-|Z\rangle\langle Y|),\qquad l_y=-i(|Z\rangle\langle X|-|X\rangle\langle Z|).$$

Multiplication gives $l_x^2=1-|X\rangle\langle X|$ and $l_xl_y=-|Y\rangle\langle X|$. Adding the Hermitian conjugate of the second result gives $|X\rangle\langle Y|+|Y\rangle\langle X|=-2\{l_x,l_y\}$, where $\{A,B\}=(AB+BA)/2$. Therefore

$$D=Mk^2+(L-M)\sum_i k_i^2(1-l_i^2)-2N\sum_{i<j}k_ik_j\{l_i,l_j\}.$$

**Projection on the quartet.** Let $P$ project on $j=3/2$. Coupling to the doublet is of order $k^2$, so it changes quartet energies by order $k^4/\Delta$ and can be dropped at the edge. The traceless parts of $\{l_i,l_j\}$ and $\{J_i,J_j\}$ are both rank-two tensors, so they are proportional within the quartet:

$$P\left(\{l_i,l_j\}-\tfrac23\delta_{ij}\right)P=c\left(\{J_i,J_j\}-\tfrac54\delta_{ij}\right).$$

The subtracted terms follow from $l^2=2$ and $J^2=15/4$. In the state $m_j=3/2$, $l_z=1$; the $zz$ component reads $1-2/3=c(9/4-5/4)$, so $c=1/3$. Thus $P(1-l_i^2)P=3/4-J_i^2/3$, and

$$PHP=\left[\tfrac12+M+\tfrac34(L-M)\right]k^2-\frac{L-M}{3}\sum_i k_i^2J_i^2-\frac{2N}{3}\sum_{i<j}k_ik_j\{J_i,J_j\}.$$

Luttinger's Hamiltonian for electron energies is

$$H_{\rm Lutt}=-\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)k^2+\gamma_2\sum_i k_i^2J_i^2+2\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}.$$

The anisotropic terms give $L-M=-3\gamma_2$ and $N=-3\gamma_3$. The isotropic terms then give

$$\tfrac12+M-\tfrac94\gamma_2=-\tfrac12\gamma_1-\tfrac54\gamma_2 .$$

Solving for $M$, and then using $L=M-3\gamma_2$,

$$\boxed{L=-\frac{1+\gamma_1+4\gamma_2}{2},\quad M=-\frac{1+\gamma_1-2\gamma_2}{2},\quad N=-3\gamma_3.}$$

For the given parameters,

$$L=-\frac{1+13.4+16.8}{2}=-15.60,\quad M=-\frac{1+13.4-8.4}{2}=-3.00,\quad N=-17.10$$

in hartree bohr², or $-31.2$, $-6.0$ and $-34.2$ in units of $\hbar^2/2m_0$. The inclusive values are $\tilde L=-15.10$ and $\tilde M=-2.50$ hartree bohr², with the same $N$.

### 2. The hole masses

**Correct masses.** In the order $m_j=3/2,1/2,-1/2,-3/2$, label the states by two signs $(++),(+-),(-+),(--)$. Let Pauli matrices $\tau$ act on the first sign and $\sigma$ on the second. The elements of $J_i$ give

$$J_z^2-\tfrac54=\tau_z\sigma_z,\qquad J_x^2-J_y^2=\sqrt3\,\tau_x,$$

$$\{J_x,J_y\}=\tfrac{\sqrt3}{2}\tau_y,\quad \{J_y,J_z\}=\tfrac{\sqrt3}{2}\tau_z\sigma_y,\quad \{J_z,J_x\}=\tfrac{\sqrt3}{2}\tau_z\sigma_x .$$

The five matrices $\tau_z\sigma_z,\tau_x,\tau_y,\tau_z\sigma_y,\tau_z\sigma_x$ square to one and anticommute with each other. Write $H_{\rm Lutt}=-\gamma_1k^2/2+Q$. Cross terms vanish in $Q^2$, leaving

$$Q^2=\gamma_2^2\left[\left(k_z^2-\tfrac{k_x^2+k_y^2}{2}\right)^2+\tfrac34(k_x^2-k_y^2)^2\right]+3\gamma_3^2(k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2).$$

Expanded, the square bracket is $k_x^4+k_y^4+k_z^4-(k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2)$. For unit direction $\mathbf n$ and $s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$, it equals $(1-3s)k^4$. The eigenvalues of $Q$ are the two square roots of $Q^2$, each twice, so

$$\frac1m=\gamma_1\mp2\sqrt{\gamma_2^2+3(\gamma_3^2-\gamma_2^2)s},$$

with the upper sign for heavy holes. The values of $s$ along [100], [110] and [111] are 0, 1/4 and 1/3.

In the $j=1/2$ doublet a rank-two tensor has no matrix elements. The isotropic part remains: $1/2+(L+2M)/3=-\gamma_1/2$. The split-off mass is therefore $1/\gamma_1$ in this model.

**Double-counted masses.** Using $\tilde L,\tilde M$ and adding $k^2/2$ again shifts every energy by $+k^2/2$. Hence

$$-\frac{1}{2m'}=-\frac{1}{2m}+\frac12,\qquad \frac1{m'}=\frac1m-1,\qquad m'=\frac{m}{1-m}.$$

The error relative to the correct mass is

$$\boxed{\frac{m'-m}{m}=\frac{1}{1-m}-1=\frac{m}{1-m}=m'.}$$

For $m<1$, the false mass in units of $m_0$ is also the fractional error. A light carrier has a large inverse mass, from which subtracting one matters little. As $m\to1$ the error diverges, and for $m>1$ the band curves the wrong way.

For the heavy hole along [111], $1/m=13.4-11.4=2.0$; double counting leaves 1.0, so the mass rises from 0.50 to 1.00. The full set is:

| Hole | $m$ | $m'$ | Error |
|---|---:|---:|---:|
| heavy [100] | 0.200 | 0.250 | 25% |
| heavy [110] | 0.374 | 0.598 | 60% |
| heavy [111] | 0.500 | 1.000 | 100% |
| light [100] | 0.0459 | 0.0481 | 4.8% |
| light [110] | 0.0414 | 0.0432 | 4.3% |
| light [111] | 0.0403 | 0.0420 | 4.2% |
| split-off | 0.0746 | 0.0806 | 8.1% |

The [111] result rests on a small difference of larger numbers. With $\gamma_1$ fixed, changing $\gamma_3$ to 5.6 or 5.8 gives correct masses of 0.455 or 0.556, and false masses of 0.833 or 1.250.

The opposite mix uses exclusive $L,M$ but omits the free term. Then $1/m''=1/m+1$, so $m''=m/(1+m)$ and the fractional error is $-m''$. Along [111] this gives 0.333, an error of $-33\%$.

A quick diagnosis uses [100], where the heavy-hole inverse mass is $-2\tilde M=5.0$. A Hamiltonian returning 4.0 has counted the free term twice; one returning 6.0 has omitted it.

### 3. The band away from the edge

Set $\mathbf k=(k/\sqrt2)(1,1,0)$. When the orbital splittings, proportional to $k^2$, greatly exceed $\Delta$, spin-orbit coupling no longer fixes the orbital states. The $X,Y$ block has diagonal elements $(L+M)k^2/2$ and off-diagonal element $Nk^2/2$. Since $N<0$, its upper eigenvalue, with the free term added once, is

$$\left[\frac{L+M-N}{2}+\frac12\right]k^2=-\frac{\gamma_1+\gamma_2-3\gamma_3}{2}k^2.$$

Here $L+M=-(1+\gamma_1+\gamma_2)$ was used. The parameter combination is $13.4+4.2-17.1=0.5$, so the correct coefficient of $k^2$ is $-0.25$. Double counting changes it to $+0.25$.

The spin-orbit term $(\Delta/3)(2\,\mathbf l\cdot\mathbf S-1)$ adds a constant. A real orbital state has $\langle\mathbf l\rangle=0$, so this constant is $-\Delta/3$. The false band thus starts downward from zero but eventually follows $-\Delta/3+k^2/4$: it must turn round.

Diagonalizing the six-band Hamiltonian, which keeps all three orbitals and both spins, puts the turn at $k=0.0625$ bohr$^{-1}$ and $-34$ meV. The correct band there is at $-87$ meV. The false band re-enters the gap at $k=0.111$ bohr$^{-1}$. Sampling $k$ more finely does not repair this, because the sign of the large-$k$ coefficient is wrong. The value 0.5 is itself sensitive to the rough parameters; the reversal occurs when $0<\gamma_1+\gamma_2-3\gamma_3<1$.

### 4. Density of states and Fermi level

For one isotropic hole band with twofold degeneracy, Boltzmann statistics give

$$2\int\frac{d^3k}{(2\pi)^3}e^{-k^2/(2mk_BT)}=2\left(\frac{mk_BT}{2\pi}\right)^{3/2}.$$

If the mass depends on direction, the radial integral is proportional to $m(\mathbf n)^{3/2}$. The density-of-states mass therefore obeys $m_d^{3/2}=\langle m(\mathbf n)^{3/2}\rangle$, averaged over the sphere. Summing heavy and light holes,

$$N_v=2\left(\frac{k_BT}{2\pi}\right)^{3/2}\left(m_{d,h}^{3/2}+m_{d,l}^{3/2}\right).$$

The correct averages are 0.343 and 0.0423; the double-counted ones are 0.550 and 0.0442. At fixed temperature,

$$\frac{N_v'}{N_v}=\frac{0.550^{3/2}+0.0442^{3/2}}{0.343^{3/2}+0.0423^{3/2}}\approx1.99.$$

Thus $N_v$ rises from $5.3\times10^{18}$ to $1.05\times10^{19}$ cm$^{-3}$, an error of 99%. These values use parabolic band-edge masses. In the false six-band model, $e^{E/k_BT}$ grows at large $k$ near [110], so the thermal integral has no limit independent of its cutoff.

For hole density $p$, let $\eta$ be the Fermi level's height above the valence edge divided by $k_BT$. The first two terms of the Fermi-Dirac expansion give

$$p\simeq N_v\left(e^{-\eta}-\frac{e^{-2\eta}}{2^{3/2}}\right),\qquad \eta\simeq\ln\frac{N_v}{p}-\frac{p}{\sqrt8N_v}.$$

The factor $2^{-3/2}$ comes from doubling the exponent in the three-dimensional integral. At $k_BT=25.85$ meV, full statistics put the Fermi level 102.3 meV above the edge for the correct masses and 120.2 meV for the false ones. The 17.9 meV error is close to $k_BT\ln1.99$; the degeneracy correction is 0.17 meV for the correct model.

**Comparison with real germanium.** The inputs are of the usual size for germanium, and the chosen density corresponds to moderate p-type doping. Its valence bands are not parabolic over thermal energies. The six-band model with $\Delta=0.29$ eV gives $N_v=6.2\times10^{18}$ cm$^{-3}$, 18% above the parabolic value. This is well below the 99% convention error, but too large to ignore in a quantitative density. Both figures depend on the rough parameters: with $\gamma_3=5.6$ or 5.8, the nonparabolic increase is 12% or 30% and the convention error is 87% or 116%. At fixed hole density it raises the Fermi level by about $k_BT\ln1.18\approx4$ meV, against 18 meV from double counting.

For light and split-off holes, the neglected conduction-band coupling must also be considered. An eight-band estimate adds an $s$-like conduction state with a rough Kane energy $E_P=26$ eV and a cold direct gap $E_g=0.9$ eV. Its remaining parameters are adjusted to keep the quartet-edge masses fixed. At a depth $k_BT$, define the light-hole mass by $k^2/(2|E|)$. Along [100] this is 0.0472 in the six-band model and 0.0484 in the eight-band model, against 0.0459 at the edge. The added coupling thus raises the mass at this depth by 2.6% (from the unrounded masses), roughly half the 4.8% convention error.

The conduction state contributes $-E_P/(2E_g)$ to $L$, hence $E_P/(3E_g)$ to $\gamma_1$. Seen from the split-off edge, the denominator is $E_g+\Delta$, so

$$\frac1{m_{so}}=\gamma_1-\frac{E_P}{3}\left(\frac1{E_g}-\frac1{E_g+\Delta}\right)=11.05.$$

The mass becomes 0.0905, 21% above $1/\gamma_1$ and a larger change than the 8.1% convention error. Narrowing the gap to a rough room-temperature value of 0.8 eV, with the other eight-band parameters fixed, lowers the [100] light-hole edge mass by 9.9%, to 0.0413. The [100] heavy-hole edge mass is unchanged, since the conduction state enters $L$ but not $M$. For heavy holes along [110], the six-band mass, defined by $k^2/(2|E|)$, rises from 0.374 at the edge to 0.417 at depth $k_BT$. This is an 11% change, against the 60% convention error at the edge. By depth $3k_BT$ the mass is 0.569, and the change is comparable to the convention error. The convention error therefore dominates for heavy holes within about $k_BT$ of the edge, while light and split-off holes also require a better band model near their own band edges.

## Values computed for the example and the checks

```
Rough Ge inputs g1, g2, g3 (no unit): 13.4, 4.2, 5.7
Spin-orbit splitting: 0.29 eV; Kane energy: 26.0 eV
Direct gap cold, warm: 0.9, 0.8 eV
Temperature: 300 K; kT: 25.85 meV
L, M, N (free term outside): -15.60, -3.00, -17.10 hartree bohr^2
  same in hbar^2/2m0: -31.2, -6.0, -34.2
L, M (free term inside): -15.10, -2.50 hartree bohr^2
Test crystal: lattice constant 10.0 bohr, 113 plane waves
Test crystal form factors (shells 3, 8, 11): [-0.1, 0.02, 0.04] hartree
Test crystal L, M, N: -3.760, -2.588, -5.003 hartree bohr^2
Test crystal free term found: 0.5001 hartree bohr^2
Largest projection mismatch: 2.1e-14 hartree
hh [100]: 1/m 5.000, m 0.2000 m0, double-counted 0.2500 m0, error 25.0 %
lh [100]: 1/m 21.800, m 0.0459 m0, double-counted 0.0481 m0, error 4.8 %
hh [110]: 1/m 2.671, m 0.3744 m0, double-counted 0.5984 m0, error 59.8 %
lh [110]: 1/m 24.129, m 0.0414 m0, double-counted 0.0432 m0, error 4.3 %
hh [111]: 1/m 2.000, m 0.5000 m0, double-counted 1.0000 m0, error 100.0 %
lh [111]: 1/m 24.800, m 0.0403 m0, double-counted 0.0420 m0, error 4.2 %
so: m 0.0746 m0, double-counted 0.0806 m0, error 8.1 %
hh [111] with free term omitted: 0.3333 m0, error -33.3 %
hh [111] if g3 = 5.6: m 0.455 m0, double-counted 0.833 m0
hh [111] if g3 = 5.8: m 0.556 m0, double-counted 1.250 m0
g1+g2-3*g3 (no unit): 0.50; double-counted: -0.50
False [110] band turns at k = 0.0625 1/bohr, energy -34.0 meV
True [110] band at that k: -87.1 meV
False [110] band re-enters the gap at k = 0.1106 1/bohr
DOS mass hh: 0.3434 m0; double-counted 0.5502 m0
DOS mass lh: 0.0423 m0; double-counted 0.0442 m0
Nv parabolic: 5.268e+18 cm^-3; double-counted 1.048e+19 cm^-3
Nv error from double counting: 98.8 %
Hole density: 1e+17 cm^-3
Fermi level above valence edge: 102.3 meV; double-counted 120.2 meV
Fermi-level error: 17.9 meV
Neglected: degeneracy shift of Fermi level 0.17 meV
Neglected: six-band Nv 6.209e+18 cm^-3, change 17.9 %
Neglected: lh [100] mass at depth kT, six-band 0.0472 m0, eight-band 0.0484 m0
Neglected: eight-band so mass 0.0905 m0, change 21.2 %
Neglected: lh [100] edge mass with warm gap 0.0413 m0, change -9.9 %
```
